# Intermediate coupling in p²: the J matrices and fitting five levels

## Question

I am working on the $p^2$ ground configuration of the carbon group and have been told to fit carbon through lead with one spin-orbit parameter $\zeta$. My notes say that the $J=0$ and $J=2$ matrices have off-diagonal elements of size $\sqrt2\,\zeta$ and $\zeta/\sqrt2$, but I cannot see where these come from or what belongs on the diagonals.

I am also stuck on the fit. There are five levels: two with $J=0$, one with $J=1$ and two with $J=2$. Can I get $\zeta$ from sums of levels, which would avoid square roots, or do I need a least-squares fit? Does the same method work at both ends of the group, where $\zeta$ is small and where it is large?

## Answer

The same two matrices serve along the whole group. What needs care is the assumption made about the term energies: at the light end, a modest error there can swamp $\zeta$.

### The model and its term energies

Take two equivalent $p$ electrons with one common radial function and

$$H=\text{const}+\frac{e^2}{4\pi\varepsilon_0 r_{12}}+\zeta\sum_{i=1}^{2}\mathbf l_i\cdot\mathbf s_i ,\qquad \zeta>0,$$

with angular momenta in units of $\hbar$. Mixing with other configurations and the spin-spin and spin-other-orbit interactions are left out.

Six spin-orbitals give $\binom62=15$ determinants. Two $p$ orbitals couple to $L=0,2$ (symmetric) or $L=1$ (antisymmetric). Antisymmetry of the whole state pairs these with spin 0 and spin 1, so the terms are $^1S$, $^1D$ and $^3P$, with $1+5+9=15$ states. Call their energies without spin-orbit coupling $S$, $D$ and $P$.

In Slater's theory these follow from two radial integrals, $F_0=F^0$ and $F_2=F^2/25$. The quadrupole part of the repulsion needs the angular integrals $c(m,m')$ of $C_{2q}=\sqrt{4\pi/5}\,Y_{2q}$ between $p$ orbitals. For $m=\pm1$, $\langle\cos^2\theta\rangle=1/5$; for $m=0$ it is $3/5$. Hence

$$c(\pm1,\pm1)=\tfrac12\left(\tfrac35-1\right)=-\tfrac15,\qquad c(0,0)=\tfrac12\left(\tfrac95-1\right)=\tfrac25 ,$$

while direct integration of $Y_{11}^*C_{21}Y_{10}$ gives $c(1,0)=\sqrt3/5$. Now choose determinants, with superscripts for spin:

- $|1^+1^-|$ is the one state with $M_L=2$, so it is pure $^1D$. Its direct energy is $D=F_0+\frac1{25}F^2=F_0+F_2$.
- $|1^+0^+|$ is the one state with $M_L=M_S=1$, so it is pure $^3P$. The direct part is $F_0-\frac2{25}F^2$ and exchange subtracts $\frac3{25}F^2$, so $P=F_0-5F_2$.
- The three determinants with $M_L=M_S=0$ contain $^3P$, $^1D$ and $^1S$ once each. Their diagonal energies are $F_0+F_2$ twice and $F_0+4F_2$ once. Equating traces, $S=(3F_0+6F_2)-P-D=F_0+10F_2$.

I keep $P,D,S$ general below and insert the Slater values when needed.

### Diagonal spin-orbit elements

The operator $\sum\mathbf l_i\cdot\mathbf s_i$ is a scalar built from a vector in orbital space and a vector in spin space. By the Wigner–Eckart theorem it acts within $^3P$ as $A\,\mathbf L\cdot\mathbf S$. To find $A$, use $|1^+0^+|$. The ladder parts of both operators change the state, so the diagonal element comes from the $z$ components: $\sum l_zs_z=1\cdot\frac12+0\cdot\frac12=\frac12$, while $L_zS_z=1$. Thus $A=\frac12$, and

$$\frac{\zeta}{2}\,\mathbf L\cdot\mathbf S=\frac{\zeta}{4}\left[J(J+1)-2-2\right]=-\zeta,\;-\frac{\zeta}{2},\;+\frac{\zeta}{2}\quad(J=0,1,2).$$

A vector operator in spin space vanishes between two singlets, so $^1S$ and $^1D$ have zero diagonal elements. Since $J$ is conserved, $^3P_0$ can mix with $^1S_0$, $^3P_2$ with $^1D_2$, and $^3P_1$ with nothing in this configuration.

### Off-diagonal elements from the jj limit

The spin-orbit matrix does not depend on the repulsion, so its unknown elements can be found with the repulsion switched off. For one $p$ electron,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right]=-1\ (j=\tfrac12),\quad +\tfrac12\ (j=\tfrac32).$$

The two-electron levels are then:

- $(\frac12)^2$: both $m_j$ states are filled, so $J=0$, with energy $-2\zeta$.
- $(\frac12,\frac32)$: $J=1,2$, with energy $-\zeta/2$.
- $(\frac32)^2$: choosing two different $m_j$ values gives $M=2,1,0,0,-1,-2$, hence $J=2,0$, with energy $\zeta$.

Let the unknown elements be $x$ and $y$. With zero repulsion the matrices are

$$\begin{pmatrix}-\zeta&x\\x&0\end{pmatrix},\qquad\begin{pmatrix}\zeta/2&y\\y&0\end{pmatrix}.$$

The first must have eigenvalues $-2\zeta,\zeta$. The trace agrees, and the determinant gives $-x^2=-2\zeta^2$. The second must have $-\zeta/2,\zeta$. Again the trace agrees, and $-y^2=-\zeta^2/2$. So $|x|=\sqrt2\,\zeta$ and $|y|=\zeta/\sqrt2$. Reversing the phase of one basis state reverses the sign of its off-diagonal element without changing levels or weights. With positive signs,

$$H_0=\begin{pmatrix}P-\zeta&\sqrt2\,\zeta\\\sqrt2\,\zeta&S\end{pmatrix},\quad
H_2=\begin{pmatrix}P+\zeta/2&\zeta/\sqrt2\\\zeta/\sqrt2&D\end{pmatrix},\quad E_1=P-\frac{\zeta}{2}.$$

### Levels, mixing and the two limits

A matrix with diagonal $a,b$ and off-diagonal $c$ has eigenvalues $\frac12(a+b)\pm\frac12G$, where $G=\sqrt{(b-a)^2+4c^2}$. Here

$$G_0=\sqrt{(S-P+\zeta)^2+8\zeta^2},\qquad G_2=\sqrt{(D-P-\zeta/2)^2+2\zeta^2}.$$

The weight $w$ of the second basis state, the singlet, in the lower eigenstate equals the derivative of the lower eigenvalue with respect to $b$ (Hellmann–Feynman theorem):

$$w=\frac12\left(1-\frac{b-a}{G}\right).$$

For weak coupling, $G\approx(b-a)+2c^2/(b-a)$, so the lower eigenvalue is $a-c^2/(b-a)$. To second order in $\zeta$,

$$E(^3P_0)\approx P-\zeta-\frac{2\zeta^2}{S-P},\qquad E(^3P_2)\approx P+\frac{\zeta}{2}-\frac{\zeta^2}{2(D-P)}.$$

Write $a_0<b_0$ for the $J=0$ levels and $a_2<b_2$ for the $J=2$ levels. A useful measure of coupling is

$$R=\frac{a_2-E_1}{E_1-a_0}.$$

It tends to $\zeta/(\zeta/2)=2$ in the LS limit.

In the jj limit, $b-a$ tends to $\zeta$ with $G_0\to3\zeta$ for $J=0$, and to $-\zeta/2$ with $G_2\to3\zeta/2$ for $J=2$. The singlet weights of the lower states therefore tend to $1/3$ and $2/3$. To first order in the term energies, $a_2\approx-\zeta/2+(P+2D)/3$, so $a_2-E_1\approx\frac23(D-P)$. Meanwhile $E_1-a_0\approx\frac32\zeta$, and $R$ falls to zero as $1/\zeta$.

### Fit 1: sums of levels with Slater energies

Let $\Sigma_0=a_0+b_0$ and $\Sigma_2=a_2+b_2$. Traces remove the square roots:

$$\Sigma_0-2E_1=(P+S-\zeta)-(2P-\zeta)=S-P,$$
$$\Sigma_2-2E_1=(P+D+\tfrac{\zeta}{2})-(2P-\zeta)=D-P+\tfrac32\zeta .$$

With Slater energies $S-P=15F_2$ and $D-P=6F_2$, so

$$F_2=\frac{\Sigma_0-2E_1}{15},\qquad \zeta=\frac23\left(\Sigma_2-2E_1-6F_2\right).$$

This is correct within Slater's model but fragile. Suppose the terms contain a correction $\alpha L(L+1)$, a simple stand-in for effects of other configurations. It adds $2\alpha$, $6\alpha$ and $0$ to $P$, $D$ and $S$. The extracted $F_2$ becomes $F_2-2\alpha/15$, and the extracted spin-orbit parameter becomes

$$\frac23\left(6F_2+4\alpha+\frac32\zeta-6F_2+\frac{12}{15}\alpha\right)=\zeta+3.2\,\alpha .$$

The error does not shrink with $\zeta$, so this route is unsafe at the light end.

### Fit 2: free term energies

Leave $P,D,S$ free. For a $2\times2$ matrix with first diagonal element $m$, off-diagonal $c$ and eigenvalues $a,b$, setting $x=m$ in $\det(x-H)=(x-a)(x-b)$ gives $(m-a)(m-b)=-c^2$. The $J=1$ level supplies $P=E_1+\zeta/2$, so $m=E_1-\zeta/2$ for $J=0$ and $m=E_1+\zeta$ for $J=2$. Expanding the products,

$$\frac94\zeta^2+\frac{\zeta}{2}(\Sigma_0-2E_1)+(E_1-a_0)(E_1-b_0)=0,$$
$$\frac32\zeta^2-\zeta(\Sigma_2-2E_1)+(E_1-a_2)(E_1-b_2)=0 .$$

In the first, the constant term is $\det(E_1-H_0)=\frac{\zeta}{2}(P-\frac{\zeta}{2}-S)-2\zeta^2$, which is negative when $S>P$. The roots then have opposite signs, and the positive one is $\zeta$.

The second is ambiguous. Its roots sum to $\frac23(\Sigma_2-2E_1)=\zeta+\frac23(D-P)$, so the other root is $\frac23(D-P)$. The $J=1$ and $J=2$ levels alone cannot tell these two values apart; the $J=0$ equation decides. Where the roots nearly coincide, small level errors are strongly amplified and can even make the roots complex, so there the $J=0$ value is the one to use.

The remaining parameters follow from the traces:

$$P=E_1+\frac{\zeta}{2},\qquad D=\Sigma_2-P-\frac{\zeta}{2},\qquad S=\Sigma_0-P+\zeta .$$

Five levels minus four parameters leave one check: the two equations must agree on $\zeta$. You may measure all energies from the ground level, since a common shift changes $P,D,S$ equally and leaves $\zeta$ alone.

### Five model spectra

Fitting the actual elements requires their measured levels, which I am not supplying. To show how the method behaves from weak to strong coupling, I use five model spectra, none of which represents a particular element. They have $F_0=0$, $F_2=1000$, $\alpha=100$ and $\zeta=100$ to $10000$, all in cm⁻¹. Then $P=-4800$, $D=1600$ and $S=10000$ cm⁻¹. The levels were computed by diagonalizing the Hamiltonian in all 15 determinants, and they agree with the small matrices; the numerical output lists them.

Take $\zeta=3000$ cm⁻¹. Above the lowest level, in cm⁻¹,

$$a_0=0,\quad E_1=2459.5,\quad a_2=4668.8,\quad b_2=11150.3,\quad b_0=19719.0 .$$

For $J=0$, $\Sigma_0-2E_1=14800.0$ and the constant term is $2459.5\times(-17259.5)=-4.24497\times10^7$. Hence

$$\zeta=\frac{-7400+\sqrt{7400^2+9\times4.24497\times10^7}}{4.5}\approx3000\ \text{cm}^{-1}.$$

For $J=2$, $\Sigma_2-2E_1=10900.1$ and the constant term is $2209.3\times8690.8=1.92006\times10^7$. The roots are about 3000 and 4267 cm⁻¹, and the $J=0$ result selects the first. Then $P=3959.5$, $D=10359.6$ and $S=18759.5$ cm⁻¹ on this scale. So $D-P\approx6400$ and $S-P\approx14800$ cm⁻¹, as put in. The ratio $(S-D)/(D-P)$ is $8400/6400\approx1.31$, whereas Slater's energies require $9F_2/6F_2=1.5$. That mismatch is what the free-term fit accommodates.

The table compares the fits. "Sums" is Fit 1, and "LSQ" is an unweighted least-squares fit of $F_0,F_2,\zeta$ to all five levels. The free-term fit recovers the input $\zeta$ in each case.

| $\zeta$ (cm⁻¹) | $R$ | Sums (cm⁻¹) | LSQ (cm⁻¹) |
|---:|---:|---:|---:|
| 100 | 1.93 | 420 | 170 |
| 300 | 1.81 | 620 | 379 |
| 1000 | 1.46 | 1320 | 1116 |
| 3000 | 0.90 | 3320 | 3177 |
| 10000 | 0.32 | 10320 | 10082 |

Relative to the input, the least-squares error falls from 70% to 0.8%. Its absolute size is not monotonic: it rises from 70 to 177 cm⁻¹ and then drops to 82 cm⁻¹. With $\alpha=0$ the same fit recovers $\zeta$, so the term correction is responsible.

The weak-coupling error can be derived. To first order, changes $f_0,f,z$ in $F_0,F_2,\zeta$ must imitate the correction $\alpha(2,2,2,6,0)$ in the order $^3P_0,{}^3P_1,{}^3P_2,{}^1D,{}^1S$. They can produce

$$f_0(1,1,1,1,1)+f(-5,-5,-5,1,10)+z(-1,-\tfrac12,\tfrac12,0,0).$$

Subtracting the mean from each vector eliminates $f_0$. The scalar products of the remaining vectors give the least-squares equations

$$172.8f+4.2z=-14.4\alpha,\qquad 4.2f+1.3z=0.4\alpha ,$$

with solution $z\approx0.63\alpha$ and $f\approx-0.10\alpha$. This predicts $\zeta$ too large by about 63 cm⁻¹ and $F_2\approx990$ cm⁻¹; the full fit at $\zeta=100$ cm⁻¹ gives 70 and 990 cm⁻¹. The fit distorts the small triplet splitting to shave a little off a much larger misfit between terms: at $\zeta=100$ cm⁻¹ the rms residual falls only from about 190 cm⁻¹, with $\zeta$ held at its true value, to 187 cm⁻¹.

At the strong end, $\zeta=10000$ cm⁻¹ (1.240 eV), the lower $J=0$ and $J=2$ states have singlet weights 0.17 and 0.45. These are well short of the jj values $1/3$ and $2/3$, so even this case is intermediate.

### Using it on your atoms

For each element, insert the five measured levels into the $J=0$ equation, take the positive root, and compare it with the nearer $J=2$ root. Real levels will not give exact agreement, and the gap between the two values shows how far the model fails for that element. The $J=0$ value is not automatically the better one, as the last paragraph shows for light atoms. Then compare $(S-D)/(D-P)$ with Slater's value of 1.5. Read this ratio with care at strong coupling: $D-P=\Sigma_2-2E_1-\frac32\zeta$ is then a difference of larger quantities, so a small error in $\zeta$ also changes the ratio.

Agreement between the roots is a limited check. When the upper $J=0$ level of the 3000 cm⁻¹ model is raised by 200 cm⁻¹, imitating an outside perturber, the $J=0$ equation gives 3009 cm⁻¹ and the $J=2$ equation still gives 3000 cm⁻¹. Differentiating the $J=0$ equation explains the small response:

$$\frac{d\zeta}{db_0}=\frac{E_1-a_0-\zeta/2}{\frac92\zeta+\frac12(\Sigma_0-2E_1)}=\frac{959.5}{20900}\approx0.046 .$$

The displacement goes into $S$ instead: since $S=\Sigma_0-E_1+\zeta/2$, it rises by $200+9/2\approx205$ cm⁻¹. A close match therefore does not prove that other configurations are absent.

The omitted physics also differs along the group. When the triplet intervals are small, weak magnetic interactions beyond $\zeta\sum\mathbf l_i\cdot\mathbf s_i$ can matter in comparison. There the $J=0$ root reduces to about $2(E_1-a_0)$ and the smaller $J=2$ root to about $a_2-E_1$. Each then rests on a single interval, and comparing them only tests whether $R\approx2$. They need not be equally reliable. To first order the spin-spin interaction, for example, shifts $^3P_0$, $^3P_1$ and $^3P_2$ in the ratio $10:-5:1$. In the same units it changes $2(E_1-a_0)$ by $-30$ and $a_2-E_1$ by $+6$, so it disturbs the $J=2$ root five times less. Carbon is such a case: its measured $R$ is near 1.6 rather than 2, and the two roots differ by about a fifth. The spin-other-orbit interaction acts within $^3P$ as a multiple of $\mathbf L\cdot\mathbf S$, so at weak coupling it shifts both roots alike and the comparison cannot detect it; the fitted $\zeta$ is then an effective value. In a heavy atom the $p_{1/2}$ and $p_{3/2}$ radial functions differ, so a single $\zeta$ and a single $F_2$ become effective parameters.

## Table of computed values

```
Spin-orbit elements in units of zeta:
  diagonal 3P0, 3P1, 3P2: -1.0000 -0.5000 0.5000
  off-diagonal size J=0: 1.41421   J=2: 0.70711
Coulomb energies in units of F2: 3P -5.000, 1D 1.000, 1S 10.000
jj-limit levels / zeta: -2.000 -0.500 -0.500 1.000 1.000
jj-limit singlet weight, lower J=0: 0.3333, lower J=2: 0.6666
Model: F0 = 0, F2 = 1000 cm^-1, alpha = 100 cm^-1
Terms: P = -4800, D = 1600, S = 10000 cm^-1
Level order: J=0 low, J=1, J=2 low, J=2 high, J=0 high
zeta = 100 cm^-1; levels above lowest (cm^-1):
  0.0 51.3 150.6 6502.1 14902.7
  singlet weight low J=0: 0.00009, low J=2: 0.00012; interval ratio 1.9324
  free-term zeta from J=0: 100.00, J=2: 100.00; other J=2 root 4266.67 cm^-1
  trace zeta 420.0; least-squares zeta 169.7, F2 989.7, rms 186.7 cm^-1
zeta = 300 cm^-1; levels above lowest (cm^-1):
  0.0 161.9 454.7 6719.1 15123.8
  singlet weight low J=0: 0.00079, low J=2: 0.00115; interval ratio 1.8085
  free-term zeta from J=0: 300.00, J=2: 300.00; other J=2 root 4266.67 cm^-1
  trace zeta 620.0; least-squares zeta 379.1, F2 988.9, rms 185.5 cm^-1
zeta = 1000 cm^-1; levels above lowest (cm^-1):
  0.0 625.6 1542.0 7609.1 16051.2
  singlet weight low J=0: 0.00782, low J=2: 0.01377; interval ratio 1.4649
  free-term zeta from J=0: 1000.00, J=2: 1000.00; other J=2 root 4266.67 cm^-1
  trace zeta 1320.0; least-squares zeta 1116.2, F2 985.0, rms 177.2 cm^-1
zeta = 3000 cm^-1; levels above lowest (cm^-1):
  0.0 2459.5 4668.8 11150.3 19719.0
  singlet weight low J=0: 0.04866, low J=2: 0.12200; interval ratio 0.8982
  free-term zeta from J=0: 3000.00, J=2: 3000.00; other J=2 root 4266.67 cm^-1
  trace zeta 3320.0; least-squares zeta 3176.8, F2 970.3, rms 124.1 cm^-1
zeta = 10000 cm^-1; levels above lowest (cm^-1):
  0.0 11408.5 15002.9 29214.1 37617.0
  singlet weight low J=0: 0.17036, low J=2: 0.45074; interval ratio 0.3151
  free-term zeta from J=0: 10000.00, J=2: 10000.00; other J=2 root 4266.67 cm^-1
  trace zeta 10320.0; least-squares zeta 10082.0, F2 969.4, rms 89.5 cm^-1
Upper J=0 level moved by 200 cm^-1 at zeta = 3000 cm^-1:
  zeta from J=0: 3009.13, from J=2: 3000.00 cm^-1
Largest model zeta: 10000 cm^-1 = 1.2398 eV
```
